**Benson's series for the rocksalt Madelung constant**

The program tests M = 12π Σ sech²[(π/2)√(m²+n²)], summed over positive odd m and n, where M is the Madelung constant for unit nearest-neighbour distance and expanding cubes. It asserts agreement of the series with an Ewald sum to 10⁻¹², and of the Ewald sum with a direct cube sum with fractional surface charges to 2×10⁻⁹. The factorized integral, the integration by parts, the Poisson form, the radial integral and the plane sums are tested separately. With R = √(m²+n²) and all pairs R ≤ Rc kept, it asserts on a grid of cutoffs up to 60 that the omitted part stays below (54πRc+30) exp(−πRc). The output shows that 15 pairs leave an error of 1.75×10⁻¹⁰, while a plain cube with L = 41 is still wrong by 0.014. For a model crystal with charges ±e at 0.30 nm, the point-charge energy is −8.388 eV per ion pair. Rough estimates of repulsion, dispersion and vibration move it to roughly −7.7 eV.

## Numerical check

```python
"""Result under test: the rocksalt Madelung constant M (nearest-neighbour
distance = 1, sum over expanding cubes) equals
    M = 12 pi sum_{m,n = 1,3,5,...} sech^2((pi/2) sqrt(m^2+n^2)).
R = sqrt(m^2+n^2); keeping all pairs with R <= Rc omits a positive tail
of at most (54 pi Rc + 30) exp(-pi Rc).
theta(t) = sum over all integers i of (-1)^i exp(-i^2 t);
theta_L is the same sum restricted to |i| <= L.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erfc

pi = np.pi


def ewald_madelung(alpha):
    """Madelung constant from an Ewald sum with splitting parameter alpha."""
    i = np.arange(-7, 8)
    x, y, z = np.meshgrid(i, i, i, indexing="ij")
    r = np.sqrt(x**2 + y**2 + z**2).ravel()
    sign = (1 - 2 * ((x + y + z) % 2)).ravel()
    keep = r > 0
    real = np.sum(sign[keep] * erfc(alpha * r[keep]) / r[keep])
    k = pi * np.arange(-11, 12, 2)
    kx, ky, kz = np.meshgrid(k, k, k, indexing="ij")
    k2 = kx**2 + ky**2 + kz**2
    recip = np.sum(4 * pi / k2 * np.exp(-k2 / (4 * alpha**2)))
    return -(real + recip - 2 * alpha / np.sqrt(pi))


def axis_weights(L, end_weight):
    """Signed weights of i = 0..L that stand for all |i| <= L."""
    w = 2.0 * (-1.0) ** np.arange(L + 1)
    w[0] = 1.0
    w[L] *= end_weight
    return w


def cube_madelung(L, end_weight=1.0):
    """Direct sum over a cube; end_weight 1/2 gives fractional surfaces."""
    w = axis_weights(L, end_weight)
    s = np.arange(L + 1.0) ** 2
    r2 = s[:, None, None] + s[None, :, None] + s[None, None, :]
    r2[0, 0, 0] = np.inf
    return -np.einsum("i,j,k,ijk->", w, w, w, 1 / np.sqrt(r2))


def theta(t, L=120):
    i = np.arange(1, L + 1)
    return 1 + 2 * np.sum((-1.0) ** i * np.exp(-i**2 * t))


def theta_derivative(t, L=120):
    i = np.arange(1, L + 1)
    return -2 * np.sum((-1.0) ** i * i**2 * np.exp(-i**2 * t))


# Reference value by two roads that do not use the series
M = ewald_madelung(1.5)
assert abs(M - ewald_madelung(1.8)) < 1e-12
M_fractional = cube_madelung(100, 0.5)
assert abs(M - M_fractional) < 2e-9
print(f"M, Ewald sum: {M:.12f}")
print(f"M, cube L=100, fractional surface: {M_fractional:.9f}")

# Plain cube sums: strict bound and corner-charge law
for L in (1, 2, 5, 10, 11, 40, 41):
    value = cube_madelung(L)
    error = value - M
    corner = -(-1) ** L / (np.sqrt(3) * (L + 0.5))
    assert abs(error) <= 6 / (L + 1)
    if L >= 10:
        assert abs(error / corner - 1) < 0.01
    if L in (1, 2, 10, 41):
        print(f"cube L={L}: M_L {value:.6f}, error {error:.6f}, "
              f"corner law {corner:.6f}")

# Expanding spheres: shell terms do not die out
i = np.arange(-45, 46)
n_site = (i[:, None, None]**2 + i[None, :, None]**2 + i[None, None, :]**2)
r3 = np.bincount(n_site.ravel())[:2001]
n = np.arange(1, 2001)
shell = r3[1:] / np.sqrt(n)
sphere = -np.cumsum((-1.0) ** n * shell)
late = n > 1000
assert abs(shell[late].mean() / (2 * pi) - 1) < 0.02
print(f"sphere shells 1000<r^2<=2000: mean term {shell[late].mean():.4f}, "
      f"2 pi = {2*pi:.4f}")
print(f"sphere sums there: min {sphere[late].min():.2f}, "
      f"max {sphere[late].max():.2f}")

# Factorized integral for a finite cube (t = u^2)
for L in (2, 3):
    integral = quad(lambda u: theta(u * u, L)**3 - 1, 0, 8,
                    limit=300, epsabs=1e-11)[0]
    assert abs(-2 / np.sqrt(pi) * integral - cube_madelung(L)) < 1e-8
for t in np.geomspace(1e-3, 10, 60):
    for L in (1, 2, 5, 8):
        assert abs(theta(t, L)) <= 1 + 1e-14
        gap = abs(theta(t, L) - theta(t, 400))
        assert gap <= 2 * np.exp(-(L + 1)**2 * t) + 1e-13

# Form after integration by parts; below u = 0.1 theta is negligible
by_parts = 12 / np.sqrt(pi) * quad(
    lambda u: u * u * theta(u * u)**2 * theta_derivative(u * u),
    0.1, 8, limit=300, epsabs=1e-12)[0]
assert abs(by_parts - M) < 1e-9
print(f"M, integral after parts: {by_parts:.10f}")

# Poisson form of theta
odd = np.arange(1, 82, 2)
for t in (0.3, 1.0, 3.0):
    poisson = 2 * np.sqrt(pi / t) * np.sum(np.exp(-pi**2 * odd**2 / (4 * t)))
    assert abs(theta(t) - poisson) < 1e-13

# Radial integral and alternating geometric sum
for q in (pi * np.sqrt(2), pi * np.sqrt(10)):
    for layer in (1, 2):
        value = 2 * quad(lambda u: np.exp(-(layer * u)**2 - q * q / (4 * u * u)),
                         1e-6, 12, limit=300, epsabs=0, epsrel=1e-10)[0]
        formula = np.sqrt(pi) / layer * np.exp(-layer * q)
        assert abs(value / formula - 1) < 1e-8
    j = np.arange(1, 60)
    geometric = np.sum((-1.0) ** (j + 1) * j * np.exp(-j * q))
    assert abs(geometric * 4 * np.cosh(q / 2)**2 - 1) < 1e-12

# All odd pairs, sorted by radius, with the sum of everything beyond each
mm, nn = np.meshgrid(odd, odd, indexing="ij")
R2 = np.sort((mm**2 + nn**2).ravel())
R = np.sqrt(R2)
decay = np.exp(-pi * R)
terms = 48 * pi * decay / (1 + decay)**2
suffix = np.append(np.cumsum(terms[::-1])[::-1], 0.0)

# Lattice planes: direct plane sum against its exponential form
s = np.arange(201.0)**2
w = axis_weights(200, 0.5)
for layer in (1, 2, 3):
    kernel = layer**2 / (layer**2 + s[:, None] + s[None, :])**1.5
    direct = 6 * (-1) ** (layer + 1) * (w @ kernel @ w)
    fast = 48 * pi * (-1) ** (layer + 1) * layer * np.sum(decay**layer)
    assert abs(direct - fast) < 1e-9
    print(f"plane pair i={layer}: contribution {direct:.8f}")

# The series itself
assert abs(suffix[0] - M) < 1e-12
print(f"M, sech^2 series: {suffix[0]:.12f}")
print("R^2 cut: pairs, partial sum, omitted part, strict bound")
for cut in (2, 10, 18, 26, 34, 50, 58, 74):
    count = np.searchsorted(R2, cut, side="right")
    partial = np.sum(terms[:count])
    Rc = np.sqrt(cut)
    bound = (54 * pi * Rc + 30) * np.exp(-pi * Rc)
    assert 0 < suffix[count] <= bound
    assert abs(M - partial - suffix[count]) < 1e-12
    print(f"{cut:3d}: {count:2d}, {partial:.12f}, "
          f"{suffix[count]:.3e}, {bound:.3e}")

# Counting bounds, strict tail bound and mean tail law
radius = np.linspace(1.4143, 60, 8001)
number = np.searchsorted(R2, radius**2, side="right")
assert np.all(number <= (pi * radius**2 / 4 + 2 * radius + 1) / 4)
assert np.all(number >= (pi * radius**2 / 4 - 2 * radius + 1) / 4)
tail = suffix[number]
assert np.all(tail <= (54 * pi * radius + 30) * np.exp(-pi * radius))
scaled = tail * np.exp(pi * radius) / (6 * pi * radius + 6)
window = radius > 20
assert abs(scaled[window].mean() - 1) < 0.03
print(f"tail / mean law, 20<Rc<60: mean {scaled[window].mean():.4f}, "
      f"min {scaled[window].min():.3f}, max {scaled[window].max():.3f}")
at40 = np.searchsorted(radius, 40.0)
exponent = -np.log(tail[at40] / (6 * pi * radius[at40] + 6))
root_law = 4 * np.sqrt(pi * number[at40])
assert abs(exponent / root_law - 1) < 0.03
print(f"Rc=40: pairs {number[at40]}, decay exponent {exponent:.2f}, "
      f"4 sqrt(pi N) = {root_law:.2f}")

# Worked example: model crystal, charges +e and -e
distance = 0.30      # nm
target = 1e-3        # eV, wanted accuracy per ion pair
coulomb = const.e / (4 * pi * const.epsilon_0) * 1e9     # eV nm
unit = coulomb / distance
energy = -M * unit
rydberg = const.value("Rydberg constant times hc in eV")
print(f"distance: {distance:.2f} nm")
print(f"e^2/(4 pi eps0 d): {unit:.4f} eV")
print(f"electrostatic energy per pair: {energy:.4f} eV "
      f"= {energy/rydberg:.5f} Ry")
for cut in np.unique(R2):
    count = np.searchsorted(R2, cut, side="right")
    if suffix[count] * unit < target:
        break
print(f"series for {target*1e3:.0f} meV: R^2<={cut}, {count} pairs, "
      f"error {suffix[count]*unit*1e3:.3f} meV")
L_needed = int(np.ceil(unit / (np.sqrt(3) * target) - 0.5))
print(f"plain cube for {target*1e3:.0f} meV: L={L_needed}, "
      f"sites {(2*L_needed+1)**3:.2e}")

# Effects left out by point charges, with rough round parameters
rho = 0.03                         # nm, range of the repulsion
repulsion = rho / distance * M * unit


def pair_energy(x):
    return -M * coulomb / x + repulsion * np.exp(-(x - distance) / rho)


minimum = minimize_scalar(pair_energy, bounds=(0.2, 0.5), method="bounded",
                          options={"xatol": 1e-9})
assert abs(minimum.x - distance) < 1e-6
print(f"repulsion range: {rho:.2f} nm")
print(f"neglected repulsion: +{repulsion:.3f} eV per pair")

pol_cation, pol_anion = 0.001, 0.003     # nm^3, polarizability volumes
excitation = 10.0                        # eV, same for both ions
near = 6 * 0.75 * excitation * pol_cation * pol_anion / distance**6
second = (6 * 0.75 * excitation * (pol_cation**2 + pol_anion**2)
          / (np.sqrt(2) * distance)**6)
print(f"polarizabilities: {pol_cation:.3f}, {pol_anion:.3f} nm^3; "
      f"excitation {excitation:.0f} eV")
print(f"neglected dispersion: first {-near:.3f}, second {-second:.3f} eV")

mode, temperature = 0.020, 300.0         # eV, K
kT = const.k * temperature / const.e
zero_point = 6 * mode / 2
vibration = zero_point + 6 * mode / np.expm1(mode / kT)
print(f"mode energy: {mode*1e3:.0f} meV; temperature: {temperature:.0f} K")
print(f"neglected vibration: +{vibration:.3f} eV, "
      f"of it zero-point {zero_point:.3f} eV")
total = energy + repulsion - near - second + vibration
print(f"energy with these estimates: {total:.2f} eV per pair")

print("tests ok")
```

It prints:

```
M, Ewald sum: 1.747564594633
M, cube L=100, fractional surface: 1.747564595
cube L=1: M_L 2.133521, error 0.385956, corner law 0.384900
cube L=2: M_L 1.516646, error -0.230918, corner law -0.230940
cube L=10: M_L 1.692579, error -0.054986, corner law -0.054986
cube L=41: M_L 1.761477, error 0.013912, corner law 0.013912
sphere shells 1000<r^2<=2000: mean term 6.2847, 2 pi = 6.2832
sphere sums there: min -16.37, max 23.32
M, integral after parts: 1.7475645946
plane pair i=1: contribution 1.78856488
plane pair i=2: contribution -0.04172504
plane pair i=3: contribution 0.00073613
M, sech^2 series: 1.747564594633
R^2 cut: pairs, partial sum, omitted part, strict bound
  2:  1, 1.732666006261, 1.490e-02, 3.175e+00
 10:  3, 1.747282464275, 2.821e-04, 2.746e-02
 18:  4, 1.747527839701, 3.675e-05, 1.220e-03
 26:  6, 1.747561139327, 3.455e-06, 9.882e-05
 34:  8, 1.747564479802, 1.148e-07, 1.129e-05
 50: 11, 1.747564581641, 1.299e-08, 2.768e-07
 58: 13, 1.747564593905, 7.282e-10, 5.376e-08
 74: 15, 1.747564594458, 1.754e-10, 2.730e-09
tail / mean law, 20<Rc<60: mean 0.9998, min 0.232, max 2.509
Rc=40: pairs 316, decay exponent 125.89, 4 sqrt(pi N) = 126.03
distance: 0.30 nm
e^2/(4 pi eps0 d): 4.7999 eV
electrostatic energy per pair: -8.3881 eV = -0.61651 Ry
series for 1 meV: R^2<=18, 4 pairs, error 0.176 meV
plain cube for 1 meV: L=2771, sites 1.70e+11
repulsion range: 0.03 nm
neglected repulsion: +0.839 eV per pair
polarizabilities: 0.001, 0.003 nm^3; excitation 10 eV
neglected dispersion: first -0.185, second -0.077 eV
mode energy: 20 meV; temperature: 300 K
neglected vibration: +0.163 eV, of it zero-point 0.060 eV
energy with these estimates: -7.65 eV per pair
tests ok
```
